# Thinning of a Uniform Rinse Film on a Spinning Wafer

## What dimensions fix

A liquid film of uniform thickness \(h\) lies on a wafer that turns at angular speed \(\omega\). The liquid is Newtonian, with density \(\rho\) and viscosity \(\eta\). In the frame of the wafer it feels an outward centrifugal force \(\rho\omega^2 r\) per unit volume at distance \(r\) from the axis, and viscous friction resists the motion. If inertia is negligible, density and speed enter through this force alone, and the velocity depends on the ratio of force to viscosity. The relevant constant is

\[
a=\frac{\rho\omega^2}{\eta},\qquad [a]=\frac{\mathrm{kg\,m^{-3}\,s^{-2}}}{\mathrm{kg\,m^{-1}\,s^{-1}}}=\mathrm{m^{-2}\,s^{-1}} .
\]

Slow viscous flow is linear in the driving force. The force is proportional to \(r\), so the outward velocity is too. A ring of the film then loses the same volume per unit area at every radius, as shown below, and the thinning rate can depend on \(a\) and \(h\) but not on \(r\). The one combination with the units of a speed is \(ah^3\), hence

\[
\frac{dh}{dt}=-C\,a\,h^3
\quad\Longrightarrow\quad
h(t)=\frac{h_0}{\sqrt{1+2C\,a\,h_0^2\,t}},
\]

where \(h_0\) is the thickness at \(t=0\). Dimensions fix this form. The force balance gives the number \(C=2/3\), and therefore

\[
\boxed{\,h(t)=\frac{h_0}{\sqrt{1+\dfrac{4\rho\omega^2h_0^2t}{3\eta}}}\,}
\]

## Velocity and flux

Let \(z\) be the height above the wafer and \(u\) the outward velocity in the rotating frame. The film is continuous, wets the wafer completely and does not slip on it. Its upper surface carries no shear stress. There is no evaporation and no supply of liquid, and \(\rho\), \(\eta\) and \(\omega\) are constant.

A flat film has the same pressure at a given height everywhere, so gravity and surface tension produce no radial force. The viscous force per unit volume is \(\eta\,\partial^2u/\partial z^2\), and the balance of forces reads

\[
\eta\frac{\partial^2u}{\partial z^2}+\rho\omega^2r=0,\qquad u(0)=0,\qquad \left.\frac{\partial u}{\partial z}\right|_{z=h}=0 .
\]

Dividing by \(\eta\) and integrating once gives \(\partial u/\partial z=-arz+c\). The condition at the surface requires \(c=arh\), so \(\partial u/\partial z=ar(h-z)\). A second integration with \(u(0)=0\) gives

\[
u=ar\left(hz-\frac{z^2}{2}\right).
\]

The volume flux per unit length of circumference is

\[
q=\int_0^h u\,dz=ar\left(\frac{h^3}{2}-\frac{h^3}{6}\right)=\frac{a\,r\,h^3}{3}.
\]

The surface velocity is \(arh^2/2\) and the mean velocity is \(q/h=arh^2/3\), so the surface moves at \(3/2\) of the mean.

## Volume balance and integration

A ring between \(r\) and \(r+dr\) has area \(2\pi r\,dr\). The discharge through a circle of radius \(r\) is \(2\pi rq\). The volume of the ring falls by the difference between outflow and inflow:

\[
2\pi r\,dr\,\frac{\partial h}{\partial t}=-\frac{\partial(2\pi rq)}{\partial r}\,dr
\quad\Longrightarrow\quad
\frac{\partial h}{\partial t}=-\frac1r\frac{\partial(rq)}{\partial r}.
\]

For uniform \(h\), \(rq=ar^2h^3/3\), whose derivative is \(2arh^3/3\). Division by \(r\) leaves

\[
\frac{dh}{dt}=-\frac23\,a\,h^3 .
\]

The right side does not contain \(r\), so a uniform film stays uniform. The factor 2 comes from the circular geometry: the velocity grows as \(r\), and so does the circumference. Separating variables,

\[
\int_{h_0}^{h}\frac{dh'}{h'^3}=-\frac23at
\;\Longrightarrow\;
-\frac1{2h^2}+\frac1{2h_0^2}=-\frac23at
\;\Longrightarrow\;
\frac1{h^2}=\frac1{h_0^2}+\frac43at .
\]

Taking the reciprocal and the square root gives the boxed law. For implementation it is convenient to define a thinning time:

\[
t^*=\frac{3\eta}{4\rho\omega^2h_0^2},\qquad
h=\frac{h_0}{\sqrt{1+t/t^*}},\qquad
t=t^*\left[\left(\frac{h_0}{h}\right)^2-1\right].
\]

The last form gives the time needed to reach a chosen thickness. Half thickness takes \(3t^*\).

For \(t\ll t^*\), \(h\simeq h_0(1-t/2t^*)\). For \(t\gg t^*\) the 1 under the root can be dropped, and

\[
h\simeq\sqrt{\frac{3\eta}{4\rho\omega^2t}} .
\]

The initial thickness has cancelled. In this regime, doubling the speed at fixed time halves the thickness, while doubling the time at fixed speed reduces it by \(\sqrt2\).

**Changing speed.** If \(\omega\) changes little during the viscous time \(\rho h^2/\eta\) and \(\rho\omega h^2/\eta\) stays small throughout (see the next section), the force balance holds at each moment, and the same separation gives

\[
\frac1{h^2}=\frac1{h_0^2}+\frac{4\rho}{3\eta}\int_0^t\omega^2\,dt' .
\]

For a linear ramp from rest to \(\omega\) in a time \(t_r\), the integral over the ramp is \(\omega^2t_r/3\). After the ramp the film therefore behaves as if full speed had begun at \(2t_r/3\). A ramp that is merely long compared with the viscous time is not enough. For water brought to 1000 rpm, the equations of the next section agree with this formula to about 0.02% for a 20 µm film and a 0.5 s ramp, but give a 100 µm film with a 0.1 s ramp (ten viscous times) about 8% thicker at the predicted half thickness.

## When inertia can be dropped

The equations of motion for a flat film can be reduced without the thin-film approximation. In the laboratory frame, let the radial velocity be \(rf(z,t)\), the azimuthal velocity \(r\omega[1+g(z,t)]\) and the vertical velocity \(w(z,t)\). The radial parts of the viscous term cancel for velocities proportional to \(r\), and the pressure does not depend on \(r\). With \(\nu=\eta/\rho\), and subscripts for derivatives, the Navier–Stokes equations and volume conservation become

\[
\begin{aligned}
f_t+f^2+wf_z&=\omega^2(1+g)^2+\nu f_{zz},\\
g_t+2f(1+g)+wg_z&=\nu g_{zz},\qquad w_z=-2f .
\end{aligned}
\]

At the wafer \(f=g=w=0\). At the surface \(f_z=g_z=0\) and \(dh/dt=w(h)\). Now measure height in \(h_0\) and time in \(T=1/(ah_0^2)=\tfrac43t^*\), so that \(f=F/T\) and \(w=h_0W/T\). Define

\[
\epsilon=\frac{\rho\omega h_0^2}{\eta}=\frac1{\omega T}.
\]

Dividing the first equation by \(\omega^2\) and multiplying the second by \(\rho h_0^2/\eta=\epsilon^2T\) gives, in scaled variables,

\[
\begin{aligned}
\epsilon^2(F_t+F^2+WF_z)&=(1+g)^2+F_{zz},\\
\epsilon^2\left[g_t+2F(1+g)+Wg_z\right]&=g_{zz}.
\end{aligned}
\]

For small \(\epsilon\) the second equation makes \(g\) of order \(\epsilon^2\), and the first becomes \(F_{zz}=-1\), which is the force balance used above. Start-up lasts about \(\rho h_0^2/\eta=\epsilon^2T\), so it too shifts the result at order \(\epsilon^2\).

These equations were solved numerically, with Chebyshev collocation in height and an implicit Runge–Kutta method in time, for liquid that at first turns with the wafer and has no radial velocity. At \(t=T\), the excess of the thickness over the simple law falls by a factor of 3.99 when \(\epsilon\) is reduced from 0.1 to 0.05, close to the factor 4 expected from \(\epsilon^2\).

## Worked example: water on a 300 mm wafer

A porous low-k film that has been made hydrophilic by plasma ashing is rinsed with water. The supply stops at \(t=0\), with the wafer already at speed. The values are rough typical ones: \(\rho=1000\) kg/m³, \(\eta=1.00\) mPa s, 1000 rpm, \(h_0=20\) µm and wafer radius \(R=150\) mm. The angular speed is \(2\pi\times1000/60=104.72\) rad/s. In SI units,

\[
t^*=\frac{3(1.00\times10^{-3})}{4(1000)(104.72)^2(20\times10^{-6})^2}=0.171\ \mathrm{s}.
\]

Half thickness is reached after \(3t^*=0.513\) s. After 1 s,

\[
h=\frac{20\ \text{µm}}{\sqrt{1+1/0.171}}=7.64\ \text{µm}=7640\ \mathrm{nm}.
\]

The late-time formula gives 8.27 µm, about 8% above the full law, because \(t\) is then about six times \(t^*\). The volume spun off in this second is \(\pi R^2(h_0-h)=0.87\) mL.

At the rim the surface starts outward at \(aRh_0^2/2=0.33\) m/s, while the rim itself moves at 15.7 m/s. The ratio of the two is \(\epsilon/2\), with \(\epsilon=0.042\). The numerical solution with inertia is thicker than the simple law by 0.010% at 1 s, about two thirds of which comes from its start without radial velocity, so inertia hardly changes the thinning of a flat film here. For a 100 µm film at the same speed, \(\epsilon=1.05\), and the film, again started without radial velocity so that start-up is included, is 9.3% thicker than the law predicts at the moment of predicted half thickness. For a flat film the limit is thus set by \(\epsilon\), and a film that is thin compared with the wafer radius can still violate it. Ripples are a separate matter. At the rim \(q/\nu=4.4\) at the start, far above the long-wave threshold \(\tfrac56\,g/(\omega^2r)\approx0.005\) for a film driven along a wall, so inertia can raise surface waves on the early film. A local linear stability estimate with surface tension gives a growth rate of about 350 s⁻¹ at the rim at the start, for wavelengths near 0.9 mm, and an amplification of about \(e^9\) within the first 0.1 s; by 0.5 s the rate has fallen to about 1 s⁻¹. Ripples are therefore likely on the early film, and their effect on the thinning is not treated here.

## A film that starts uneven

A steady central jet does not leave a uniform film. While it runs, the discharge \(2\pi rq\) is the same at all radii, so \(r^2h^3\) is constant and \(h\propto r^{-2/3}\). Consider such a film with 20 µm at the rim, capped at a constant thickness inside \(r=30\) mm. The cap thickness is \(20\times5^{2/3}=58.5\) µm.

For non-uniform \(h\), with pressure gradients from gravity and surface tension neglected, the volume balance is

\[
\frac{\partial h}{\partial t}+a\,r\,h^2\frac{\partial h}{\partial r}=-\frac23ah^3 .
\]

Along a path with \(dr/dt=arh^2\), the thickness obeys \(dh/dt=-\tfrac23ah^3\), the same law as before with the local starting value. Dividing the two rates gives \(dr/r=-\tfrac32\,dh/h\), so \(r\propto h^{-3/2}\) along each path. Two consequences follow:

- A path that starts in the outer region keeps \(rh^{3/2}\) constant. It therefore stays on the original curve \(h\propto r^{-2/3}\), and the outer profile does not change until the plateau reaches it.
- The plateau thins by the uniform law from 58.5 µm, and its edge moves outward. The edge reaches the rim when the plateau has thinned to 20 µm, after \(t^*[1-(20/58.5)^2]=0.15\) s.

From then on the film is uniform and follows the simple law with a delay of 0.15 s. A numerical ring-by-ring volume balance gives a ratio of largest to smallest thickness of 2.92 at the start, 1.19 at 0.1 s and 1.00 at 1 s. The central thickness at 1 s is 8.19 µm, 7% above the value for the film that starts uniform at 20 µm. The plateau begins with \(\epsilon=0.042\,(58.5/20)^2=0.36\), so its earliest thinning is described less accurately than that of the 20 µm film.

## Air drag and evaporation

The spinning wafer throws air outward, and this air pulls on the film with a radial stress \(sr\). By itself, the stress gives \(\partial u/\partial z=sr/\eta\) throughout the film, hence \(u=srz/\eta\) and a flux \(srh^2/(2\eta)\). The ring balance turns this into a thinning rate \(sh^2/\eta\). With evaporation at a rate \(E\), in thickness per unit time,

\[
\frac{dh}{dt}=-\frac23ah^3-\frac{s}{\eta}h^2-E .
\]

The first term scales as \(h^3\) and the second as \(h^2\), while the third does not depend on \(h\). As the film thins, air drag gains on the centrifugal flow, and evaporation gains on both.

To estimate \(s\) and \(E\), take steady laminar air flow over a rotating disk, with air density \(\rho_a=1.2\) kg/m³ and kinematic viscosity \(\nu_a=15\) mm²/s. Write the radial, azimuthal and vertical air velocities as \(\omega rF\), \(\omega rG\) and \(\sqrt{\omega\nu_a}\,H\), now functions of \(\zeta=z\sqrt{\omega/\nu_a}\), with \(z\) measured from the film surface. Let \(c\) be the excess vapour density divided by its value at the surface. Then

\[
\begin{aligned}
F''&=F^2-G^2+HF',& G''&=2FG+HG',\\
H'&=-2F,& c''&=(\nu_a/D)\,Hc' ,
\end{aligned}
\]

where \(D=25\) mm²/s is the vapour diffusivity. At the surface \(F=H=0\) and \(G=c=1\); far away \(F\), \(G\) and \(c\) vanish. The stress and the evaporation rate are

\[
s=\rho_a\nu_a\omega\sqrt{\frac{\omega}{\nu_a}}\,F'(0),\qquad
E=-D\sqrt{\frac{\omega}{\nu_a}}\,c'(0)\,\frac{\rho_v(1-\phi)}{\rho}.
\]

Here \(\phi=45\%\) is the relative humidity, and \(\rho_v\) is the saturated vapour density from the ideal-gas law at 293 K and 2.3 kPa. Numerical solution of the boundary-value problem gives a stress of 0.38 Pa at the rim and \(E=0.18\) µm/s. The film is taken to stay at 293 K. Evaporative cooling would lower the vapour pressure, so in this respect \(E\) is an overestimate.

Integrating the thinning equation numerically gives these thicknesses in µm:

| Time (s) | Simple law | With air drag | With evaporation | With both |
|---|---|---|---|---|
| 0.1 | 15.89 | 15.83 | 15.87 | 15.82 |
| 1.0 | 7.64 | 7.53 | 7.56 | 7.45 |
| 3.0 | 4.64 | 4.53 | 4.41 | 4.30 |

At 1 s the two effects together lower the thickness by 2.5% relative to the simple law, and at 3 s by 7.5%. Air drag is the larger of the two at 1 s and evaporation at 3 s.

Evaporation equals centrifugal thinning when \(\tfrac23ah^3=E\). The centrifugal rate is 58.5 µm/s at 20 µm and scales as \(h^3\), so the crossover lies at

\[
h_E=20\ \text{µm}\left(\frac{0.182}{58.5}\right)^{1/3}=2.9\ \text{µm}.
\]

The simple law loses accuracy before this point: it is 9% too thick when the film with both losses has reached 4 µm and 19% too thick at 2.9 µm, and below that it is no longer a useful guide. It never predicts a dry wafer, whereas the equation with both losses reaches zero thickness after about 19 s. That time assumes a continuous film to the end and a constant temperature, and it omits the molecular forces that act in very thin films. Evaporation at this rate draws about 450 W/m², which at first cools a 775 µm silicon wafer by about 0.35 K/s, so cooling would lengthen the time noticeably.

## Comparison with a real rinse

The speed, wafer size and liquid were chosen to represent a single-wafer water rinse, and the thickness of 20 µm is a rough starting value. At the rim it corresponds to a jet discharge \(2\pi Rq\) of 0.25 L/min; a jet of 1 L/min would leave 32 µm at the rim, with \(\epsilon\approx0.9\) at \(r=30\) mm, where inertia is no longer small. The assumptions that a real process breaks affect the result as follows.

**Wetting.** This is the most serious condition. A large puddle at rest on a level surface with contact angle \(\theta\) has a thickness \(H_p\) at which its hydrostatic push balances the surface forces at its edge:

\[
\tfrac12\rho gH_p^2=\gamma(1-\cos\theta)=2\gamma\sin^2\frac\theta2
\;\Longrightarrow\;
H_p=2\sqrt{\frac{\gamma}{\rho g}}\,\sin\frac\theta2 .
\]

With surface tension \(\gamma=72\) mN/m and a hydrophobic surface at \(\theta=90^\circ\), \(H_p=3.8\) mm. A much thinner film can lower its energy by opening a sufficiently large dry hole. It may survive for a while, but the law cannot say how long. A smaller angle weakens the drive but does not remove it: \(H_p=0.94\) mm at \(\theta=20^\circ\), and \(H_p\) falls to 20 µm only near \(0.4^\circ\). The law therefore assumes practically complete wetting, which a hydrophilic surface only approaches; on a hydrophobic low-k film the water may break into patches and drops long before 1 s.

**Starting profile.** The jet-left film above moves the 1 s thickness from 7.64 to 8.19 µm, more than air drag and evaporation do together, and in the opposite direction.

**Rim.** Surface tension matters where the film ends. A thickness change of order \(h\) over a width \(\ell\) gives a capillary force per volume of order \(\gamma h/\ell^3\). Equating this to \(\rho\omega^2R\) gives \(\ell\sim(\gamma h_0/\rho\omega^2R)^{1/3}\approx0.1\) mm. The estimate concerns a narrow strip; liquid held back by the wafer edge itself is a separate matter.

**Pores.** A low-k film 200 nm thick with 25% porosity holds at most \(0.25\times200=50\) nm of water. Filling the pores hardly changes a film of several micrometres, but this water is not removed by the flow described here. Whether it then evaporates depends on pore size. The Kelvin radius \(2\gamma V_m\cos\theta/[R_gT\ln(1/\phi)]\), with \(V_m\) the molar volume, \(R_g\) the gas constant and \(T\) the temperature, is about 1.3 nm at 45% humidity for complete wetting. Wider pores can empty and narrower ones stay filled, though the formula is only a rough guide at this scale.

**Air flow.** The air Reynolds number at the rim, \(\omega R^2/\nu_a\), is \(1.6\times10^5\). The laminar layer is linearly unstable to stationary spiral vortices from a local value of about \(8\text{–}9\times10^4\), reached here near \(r=0.11\) m, so the estimates of \(s\) and \(E\) are already uncertain in the outer part of the wafer. Flow over a smooth disk becomes turbulent at roughly a few times \(10^5\), and at higher speeds the estimates fail near the rim.

For this example, then, the simple law serves to within several per cent from the stop of the supply down to about 5 µm, provided that the surface is fully wetted, the film starts uniform and the surface waves that are likely in the first tenths of a second do not change the mean thinning, which is not shown here. For thinner films the equation with air drag and evaporation should be integrated instead.

Numbers in the example were calculated in double precision.
